# Dipolar decay and line width of static spins on a plane, part 2

Spins $1/2$ with equal isotropic $g$ lie independently and uniformly on a plane, with areal density $\sigma$ and no smallest distance. A strong field along $z$ makes an angle $\Theta$ with the normal. We seek the decay and line width of the mean transverse signal $F(t)$, with each observed spin taken in the frame of its own Larmor frequency.

An observed spin $\mathbf S$ and a partner $\mathbf I$ at distance $r$ have the secular coupling, divided by $\hbar$,

$$A\left[S_zI_z-\tfrac14(S_+I_-+S_-I_+)\right],\qquad A=\frac{D(1-3\cos^2\theta)}{r^3},$$

where $\theta$ is the angle between the field and the joining line, and $D=\mu_0(g\mu_B)^2/(4\pi\hbar)$ has the dimension volume/time. $A$, $\omega$ and detunings are angular frequencies. Large detuning suppresses the second, flip-flop term. Each static, unpolarised partner then contributes a factor $\cos(At/2)$.

**Theorem 1.** For such partners,

$$F(t)=e^{-(\lambda t)^{2/3}},\qquad \lambda=\frac D2\left[\frac{\pi}{2}\,\Gamma\!\left(\tfrac13\right)G(\Theta)\,\sigma\right]^{3/2},$$

where $G$ is an angular mean with $G(0)=1$. In the average over positions, $u=|A|t/2$ gives the weight $u^{-5/3}du$ and the integral

$$J=\int_0^\infty(1-\cos u)\,u^{-5/3}\,du=\tfrac34\,\Gamma\!\left(\tfrac13\right),$$

found by parts and from $\int_0^\infty u^{s-1}e^{iu}du=\Gamma(s)\,e^{i\pi s/2}$ for $0<s<1$.

**Theorem 2.** The full width at half maximum is $\kappa\lambda$ with $\kappa=1.0121$, so it is proportional to $\sigma^{3/2}$ at fixed $D$ and $\Theta$. The second moment is infinite. The normalised spectrum is $L(\omega)=\frac1\lambda\,\ell(\omega/\lambda)$, with the wing at large $x$

$$\ell(x)\simeq\frac{\sqrt3}{2\pi}\,\Gamma\!\left(\tfrac53\right)x^{-5/3}=0.2489\,x^{-5/3}.$$

The table at the end also lists numerical checks of these earlier results.

**Remark on the wings.** A single close partner shifts the observed spin by $\pm A/2$. At $\Theta=0$ the expected number of partners with $A/2>\omega$ is $\pi\sigma(D/2\omega)^{2/3}$. Minus its derivative with respect to $\omega$, shared between the two signs, is

$$\frac\pi3\,\sigma\left(\frac D2\right)^{2/3}\omega^{-5/3}.$$

This equals the wing found above, as inserting $\lambda$ and $\Gamma(\frac13)\Gamma(\frac23)=2\pi/\sqrt3$ shows. The wings are made by close pairs and are linear in $\sigma$ at fixed $\omega$. This form is reached only far from the centre. Much of the weight lies outside the half-height points, which enclose 0.325 of the line, against one half for a Lorentzian. Frequencies sampled from random placements give 0.321.

### A smallest distance

Let the spins occupy lattice sites at random with probability $p$. Each site is empty, with factor 1, or filled, with factor $\cos(A_jt/2)$, so

$$F(t)=\prod_j\left[1-p\left(1-\cos\frac{A_jt}{2}\right)\right].$$

For very short times each bracket is $1-pA_j^2t^2/8$. Comparison with $1-M_2t^2/2$ gives the second moment

$$M_2=\frac p4\sum_jA_j^2 .$$

It is finite, and its root scales as $\sigma^{1/2}$, not $\sigma^{3/2}$. The term linewidth in the density law therefore cannot mean the root of the second moment; here it means the full width at half height.

The lattice has a length of its own, so the $3/2$ law could fail on it. It was tested on the triangular net of Si(111) sites with spacing 0.384 nm, $g=2.00$ and the field along the normal. The full widths are 0.00811, 0.0422 and 0.257 mT at $10^{12}$, $3\times10^{12}$ and $10^{13}$ cm$^{-2}$. The fitted density exponent is 1.501. The root of $M_2$, in contrast, is 1.48 mT at $10^{12}$ cm$^{-2}$ and 4.67 mT at $10^{13}$ cm$^{-2}$. The nearest sites dominate it, although few spins have such neighbours.

### What an echo shows

A spread of Larmor frequencies multiplies the free decay by a further factor.

**Proposition.** For static partners, an ideal $\pi$ pulse on all spins at time $t/2$ removes this factor at time $t$ and leaves $F(t)$ unchanged.

*Proof.* Before the pulse the Hamiltonian over $\hbar$ is $\delta S_z+\sum_jA_jS_zI_{jz}$, where $\delta$ is the offset of the observed spin. The pulse reverses $S_z$ and every $I_{jz}$. Moving it to the end of the sequence changes the sign of $\delta S_z$ in the second half but not of $S_zI_{jz}$. All terms commute, so the offsets cancel and the couplings act for the full time $t$. $\square$

If a partner is not turned by the pulse, its coupling changes sign as well and cancels. If a randomly chosen share of the partners is turned, $\sigma$ must be replaced by the density of those turned.

### Flip-flops

Take one pair with detuning $\Delta$ and the full secular coupling. The states $|\uparrow\uparrow\rangle$ and $|\downarrow\downarrow\rangle$ have the frequency $A/4$. In the space of $|\uparrow\downarrow\rangle$ and $|\downarrow\uparrow\rangle$ the Hamiltonian over $\hbar$ is

$$-\frac A4+\frac R2(n_x\sigma_x+n_z\sigma_z),\quad R^2=\Delta^2+\frac{A^2}4,\quad n_x=-\frac A{2R},\quad n_z=\frac\Delta R,$$

where $\sigma_x,\sigma_y,\sigma_z$ are Pauli matrices. The pulse reverses $n_z$ for the second half. With $c=\cos(Rt/4)$ and $s=\sin(Rt/4)$, the evolution in this space, apart from the phase $e^{iAt/4}$, is

$$w=[c-is(n_x\sigma_x-n_z\sigma_z)]\,[c-is(n_x\sigma_x+n_z\sigma_z)].$$

The observable $S_x+I_x$ connects each outer state to the symmetric state $(|\uparrow\downarrow\rangle+|\downarrow\uparrow\rangle)/\sqrt2$ with matrix element $1/\sqrt2$, and it annihilates the antisymmetric state. The echo is therefore the real part of the symmetric element, $e^{iAt/4}w_{ss}$, times the conjugate of the outer phase $e^{-iAt/4}$. In $w_{ss}$ the $\sigma_x$ terms contribute $-2icsn_x$, the $\sigma_z$ terms cancel, and the cross term is proportional to $\sigma_y$, whose symmetric element is zero. Hence

$$V=\mathrm{Re}\left\{e^{iAt/2}\left[c^2-s^2(n_x^2-n_z^2)-2icsn_x\right]\right\}.$$

Since $n_x^2+n_z^2=1$, the square bracket equals $1-2s^2n_x^2-2icsn_x$. For $|\Delta|\gg|A|$ the terms with $n_x$ are small at all times, and $V$ is $\cos(At/2)$ with an error of order $A/\Delta$. For $\Delta=0$ it is $\cos(3At/4)$, as if $A$ were larger by the factor $3/2$. Matrix propagation confirms the formula.

Replacing $\cos(At/2)$ by the mean of $V$ over detunings in the exponent gives an estimate at pair level. It omits flip-flops between partners and motions of three or more spins. With every pair at resonance the exponent is multiplied by $(3/2)^{2/3}=1.31$.

### Polarisation and relaxation

If the partners have polarisation $P$, each factor becomes $\cos(At/2)+iP\sin(At/2)$. Integration by parts, as for $J$, gives

$$\int_0^\infty u^{-5/3}\sin u\,du=\tfrac32\,\Gamma\!\left(\tfrac13\right)\cos\frac\pi6=\sqrt3\,J .$$

At $\Theta=0$ the signal gains the phase $\sqrt3P(\lambda t)^{2/3}$, and its magnitude is unchanged.

Let each partner flip at random at the rate $\nu=1/(2T_1)$ in either direction. To first order in $\nu$, with $\omega=A/2$, the random-telegraph average is

$$e^{-\nu t}\left(\cos\omega t+\frac\nu\omega\sin\omega t\right)\simeq\cos\omega t+\nu t\left(\frac{\sin u}{u}-\cos u\right),\quad u=\omega t .$$

Since $\sin u/u=\int_0^1\cos(ku)\,dk$, the integral of $1-\sin u/u$ with weight $u^{-5/3}$ is $J\int_0^1k^{2/3}dk=\frac35J$. The exponent thus changes by the fraction $-\frac25\nu t$. Rare flips of the partners slow the dipolar decay slightly, because they let some phase run back. If the observed spin has the same $T_1$, its own flips add $\nu t$ to the exponent, and at $t=1/\lambda$ the net change is $+\frac35\nu t$.

### Example: dangling bonds at Si(111)/SiO$_2$

Take $\sigma=10^{12}$ cm$^{-2}=0.010$ nm$^{-2}$, the field along the normal and $g=2.00$, a rough value. Then $D=3.262\times10^8$ rad/s nm$^3$ and $\frac\pi2\Gamma(\frac13)\sigma=0.04208$ nm$^{-2}$, so

$$\lambda=1.631\times10^8\times(0.04208)^{3/2}\ \mathrm{s^{-1}}=1.41\times10^6\ \mathrm{s^{-1}}.$$

The $1/e$ time is 0.71 µs. The full width is $1.0121\lambda/2\pi=227$ kHz. Resonance at 9.5 GHz lies at 339.4 mT, so this is $339.4\times0.2268/9500=0.0081$ mT. At $10^{13}$ cm$^{-2}$ the width is larger by $10^{3/2}$, or 0.26 mT, and the time falls to 22 ns. At $10^{11}$ cm$^{-2}$ the time is 22 µs.

The inhomogeneous width is taken as 0.15 mT, a rough typical value, with Gaussian shape. By itself it ends the free decay in 0.13 µs, so at $10^{12}$ cm$^{-2}$ the dipolar law must be sought in the echo. The two widths meet at $10^{12}\times(0.15/0.0081)^{2/3}=7\times10^{12}$ cm$^{-2}$.

The neglected effects, at time $1/\lambda$ and $10^{12}$ cm$^{-2}$ unless stated, are as follows.

- Flip-flops raise the exponent by 6.6 % at pair level. At $10^{13}$ cm$^{-2}$ they raise it by 31.7 %. This slightly exceeds the resonant 31.0 % because the numerical integral starts at 0.3 nm, which removes $\pi\times0.1\times0.3^2=0.028$ from both exponents compared. The resonant figure becomes 31.9 % on the same footing; without the cut-off the increase at $10^{13}$ cm$^{-2}$ is 30.9 %. The correction depends on time. $V$ is a function of $At$ and $\Delta t$, so at short times the increase tends to the resonant 31 % at any density; at $10^{12}$ cm$^{-2}$ it is roughly 20 % at $0.3/\lambda$. Flip-flops thus distort the shape of the echo decay as well as its rate.
- The lattice gives the exponent 0.992 instead of 1 at this instant. The difference oscillates with time: close to $1/\lambda$ it takes both signs and reaches several per cent.
- At 10 K the polarisation is 0.023, giving a phase of 0.04 rad if the first pulse leaves the partners along the field. A $\pi/2$ pulse on all spins removes this phase.
- For a chosen partner $T_1$ of 100 µs the partner flips change the exponent by $-0.14$ %, as $-\frac25\nu t$ predicts. The same $T_1$ of the observed spin adds $\nu t=0.36$ %, so the net change is $+0.21$ %.
- A change of $g$ from 2.00 to 2.01 alters $D$ by 1 %.
- A share of 6.8 % of the spins has a neighbour within 1.5 nm, a radius chosen to mark possible exchange. Whatever the coupling there, the exponent at pair level changes by at most $2\pi\sigma(1.5\ \mathrm{nm})^2=0.14$.

**The real interface.** Without hydrogen passivation, thermally oxidised Si(111) has dangling-bond densities of roughly $10^{12}$ to $10^{13}$ cm$^{-2}$. Passivation lowers them by orders of magnitude. The example lies at the lower end of the unpassivated range. The effect of exchange between close neighbours is only bounded above, not evaluated. Among the effects that are evaluated, the largest is the flip-flop of like spins at $10^{13}$ cm$^{-2}$, about a third of the exponent at pair level. This is not the net correction: joint motions of three or more spins, which the pair estimate omits, cancel about half of the increase by the time $1/\lambda$ in exactly propagated clusters of five to seven spins. Clustering of defects would break the assumption of independent positions and is not sized here.

**Use and its conditions.** Solving $\lambda T=1$ at $\Theta=0$ for the density gives

$$\sigma=\frac{2}{\pi\,\Gamma(1/3)}\left(\frac{2}{DT}\right)^{2/3},$$

where $T$ is the $1/e$ time of the dipolar echo decay. A small relative error in $T$ enters $\sigma$ with the factor $2/3$. The relation requires random positions, pulses that turn all spins and are much shorter than $T$, detuning large enough to freeze flip-flops, and other causes of echo decay that are negligible or separately removed. The condition on the pulses is hard to meet at $10^{13}$ cm$^{-2}$, where $T$ is only 22 ns. If flip-flops are fully active and no inhomogeneous width remains, the dimensional argument still gives a rate proportional to $D\sigma^{3/2}$, provided the continuum limit exists. The number in front and the shape of the decay then no longer follow from Theorem 1.

The numerical output below lists the values used here.

## Values computed for the example and the checks

```
pair splitting, lab frame / secular: -1.3105 / -1.3105 (D/r^3)
four spins, product of cosines: 0.8079
four spins, detuned / resonant: 0.8079 / 0.7679
radial cosine integral: 2.00920
sine / cosine integral: 1.7321
sampled time exponents, tilt 0 / 90 deg: 0.664 / 0.665
largest signal error in sampling: 0.0078
angular mean G at 90 deg: 0.9580
rate at 90 deg / rate at 0 deg: 0.9377
line peak times rate: 0.4231
wing coefficient: 0.2489
kappa = full width / rate: 1.0121
share within half height, formula / sampled: 0.3248 / 0.3212
g factor (rough): 2.00
D: 3.2623e+08 rad/s nm^3
D/(2 pi): 51.92 MHz nm^3
example density: 1.0e+12 cm^-2 = 0.010 nm^-2
sigma^(-1/2): 10.00 nm
pi/2 gamma(1/3) sigma: 0.04208 nm^-2
example rate: 1.4080e+06 s^-1
density 1e+11 cm^-2: 1/e time 22.46 us, full width 0.0002562 mT
density 1e+12 cm^-2: 1/e time 0.7102 us, full width 0.008103 mT
density 1e+13 cm^-2: 1/e time 0.02246 us, full width 0.2562 mT
example full width: 226.8 kHz
site spacing: 0.3840 nm; site density: 7.832e+14 cm^-2
site occupation in example: 0.00128
lattice, 1e+12 cm^-2: full width 0.008107 mT
lattice, 3e+12 cm^-2: full width 0.04218 mT
lattice, 1e+13 cm^-2: full width 0.2567 mT
lattice width exponent in density: 1.5006
lattice rms width, 1e12 / 1e13 cm^-2: 1.478 / 4.674 mT
short-time limit 2 a^3/D: 0.347 ns
lattice exponent at 1/rate (continuum 1): 0.9916
inhomogeneous full width (rough): 0.15 mT
inhomogeneous 1/e time of free decay: 0.126 us
density where both widths meet: 7.00e+12 cm^-2
flip-flop change of exponent, 1e12 cm^-2: 6.6 %
flip-flop change of exponent, 1e13 cm^-2: 31.7 %
same, pairs at exact resonance: 31.0 %
frequency: 9.5 GHz; temperature: 10 K
resonance field: 339.4 mT
partner polarisation: 0.0228
its phase at 1/rate: 0.0395 rad
partner relaxation time (chosen): 100 us
relaxation change of exponent: -0.14 %
exchange radius (chosen): 1.5 nm
share with a neighbour inside it: 6.8 %
change of D for g 2.00 to 2.01: 1.0 %
```
